\section*{Regularizing the finite-basis optimized effective potential, tested on beryllium, part 1}

(Sections cited here and not found follow in the second part.)

\section{Regularizing the basis-set optimized effective potential}

In an exchange-only calculation on the Be atom with 8 orbital and 16 potential basis functions, a change of the Kohn--Sham potential that reaches $15.4$ hartree alters the total energy by $10^{-14}$ hartree, which is rounding error. A change whose matrix in the orbital basis has the same norm but another direction alters it by $-2.83\times10^{-3}$ hartree. Further along the minimization, a gain of only $4\times10^{-4}$ hartree in energy raises the error of the exchange potential from $0.017$ to $1.05$ hartree. The energy does not determine the potential, and both facts follow from the spectrum of the response matrix.

\subsection{Gradient and response matrix}

We use atomic units, real orbitals and a closed shell of $N$ electrons. The potential is $v_s=v_{\rm ext}+v_0+v_b$, with the fixed Fermi--Amaldi term $v_0=(1-1/N)v_{\rm H}[\rho_{\rm HF}]$ built from the Hartree--Fock (HF) density and $v_b=\sum_{t=1}^m b_tg_t(\mathbf r)$. In an orthonormalized orbital basis the Hamiltonian matrix is $h=h_0+\sum_t b_tg^t$, where $h_0$ holds the kinetic energy, $v_{\rm ext}$ and $v_0$. The lowest $N/2$ eigenvectors (indices $i,j$) are occupied, the others ($a$) are empty, and the gap is assumed open: $\Delta_{ia}=\epsilon_a-\epsilon_i>0$. With $D$ the projector on the occupied space,
\begin{equation}
E=2\,{\rm tr}(h_cD)+{\rm tr}(D\,G[D]),\qquad G=2J-K,\qquad F=h_c+G[D],
\end{equation}
where $h_c$ is kinetic energy plus $v_{\rm ext}$. Since $G$ is linear and ${\rm tr}(A\,G[B])={\rm tr}(B\,G[A])$, a subscript $t$ for $\partial/\partial b_t$ gives $E_t=2\,{\rm tr}(FD_t)$. Every $D$ is an admissible HF trial state, so $E\ge E_{\rm HF}$ in the same orbital basis.

Differentiating $D^2=D$ gives $D_tD+DD_t=D_t$. Its occupied block reads $2(D_t)_{ij}=(D_t)_{ij}$ and its empty block $0=(D_t)_{aa'}$, so both vanish. Differentiating $[h,D]=0$ gives $[h,D_t]+[g^t,D]=0$. In the eigenbasis of $h$ the $ia$ element of the first commutator is $-\Delta_{ia}(D_t)_{ia}$, and that of the second is $-g^t_{ia}$, because $(g^tD)_{ia}=0$ and $(Dg^t)_{ia}=g^t_{ia}$. Hence
\begin{equation}
(D_t)_{ia}=(D_t)_{ai}=-\frac{g^t_{ia}}{\Delta_{ia}},\qquad
E_t=-4\sum_{ia}\frac{F_{ia}g^t_{ia}}{\Delta_{ia}},
\label{grad}
\end{equation}
with one factor 2 from spin and one from the $ia$ and $ai$ elements. The density is $2D$, so $\int g_t\rho=2\,{\rm tr}(g^tD)$ and
\begin{equation}
-\frac{\partial}{\partial b_u}\int g_t\rho\,d^3r=X_{tu}=4\sum_{ia}\frac{g^t_{ia}g^u_{ia}}{\Delta_{ia}} .
\end{equation}
$X$ is minus the static Kohn--Sham response, and it is positive semidefinite. Because $h_{ia}=0$, we have $(h_0)_{ia}=-\sum_ub_ug^u_{ia}$ and $F_{ia}=(F-h_0)_{ia}-\sum_ub_ug^u_{ia}$. Equation (\ref{grad}) becomes
\begin{equation}
\nabla E=Xb-r,\qquad r_t=4\sum_{ia}\frac{(F-h_0)_{ia}\,g^t_{ia}}{\Delta_{ia}},
\end{equation}
and the OEP equation is $Xb=r$, with $X$ and $r$ depending on $b$ through the orbitals.

$X$ is a sum of one rank-one matrix per occupied--empty pair, so its rank is at most the number $n_p$ of pairs. For $m>n_p$ there are vectors $n$ with $n^{\rm T}Xn=4\sum_{ia}(\sum_tn_tg^t_{ia})^2/\Delta_{ia}=0$, which forces $\sum_tn_tg^t_{ia}=0$ for every pair. The matrix of such a potential has no occupied--empty block, so adding it in finite amount leaves the occupied space invariant, and $D$ and $E$ are exactly unchanged while the gap stays open. A perturbation of spectral norm $\nu$ moves no eigenvalue by more than $\nu$, so $\nu$ equal to a quarter of the gap, the size used in the opening example, keeps at least half of it. The vector $r$ is built from the same $g^t_{ia}$, so $n\cdot r=0$.

If the $n_p\times m$ matrix $g^t_{ia}$ in HF orbitals has full row rank, the linear system $\sum_tb_tg^t_{ia}=-(h_0)_{ia}$ is solvable and makes the HF occupied space invariant under a local potential. Nothing in this construction makes that space the lowest one, so it does not by itself prove that $E_{\rm HF}$ is reached with aufbau occupation. For $m>n_p$, null vectors of the same matrix can be added, which may reorder the levels without changing the HF space.

\subsection{The penalty as a spectral filter}

The Heaton-Burgess--Bulat--Yang functional is
\begin{equation}
\Omega_\lambda=E+\lambda P,\qquad P=\int|\nabla v_b|^2d^3r=b^{\rm T}Sb .
\end{equation}
$P$ has the unit hartree$^2$\,bohr and $\lambda$ the unit (hartree\,bohr)$^{-1}$, understood below. For $g_t=e^{-\gamma_tr^2}$ and $p=\gamma_t+\gamma_u$, the product of gradients is $4\gamma_t\gamma_ur^2e^{-pr^2}$, and $\int r^2e^{-pr^2}d^3r=-\partial_p(\pi/p)^{3/2}=\tfrac32\pi^{3/2}p^{-5/2}$, so $S_{tu}=6\gamma_t\gamma_u\pi^{3/2}p^{-5/2}$. Only constants have zero gradient and no combination of decaying Gaussians is a nonzero constant, so $S$ is positive definite. With the Cholesky factorization $S=LL^{\rm T}$ we set $c=L^{\rm T}b$ and use the functions $L^{-1}g$. Then $P=c\cdot c$, and from here on $X$, $r$ and derivatives refer to $c$.

Stationarity of $\Omega_\lambda$ is $Xc-r+2\lambda c=0$. With $Xu_k=x_ku_k$, orthonormal $u_k$ and $r_k=u_k\cdot r$, projection on $u_k$ gives $(x_k+2\lambda)c_k=r_k$, or
\begin{equation}
c=\sum_{x_k>0}f_k\,\frac{r_k}{x_k}\,u_k,\qquad f_k=\frac{x_k}{x_k+2\lambda}.
\label{filter}
\end{equation}
Null modes have $r_k=0$ and receive $c_k=0$. The formula is exact when $X$ and $r$ are evaluated at the solution. Truncation is the same sum with $f_k=1$ for $x_k>\tau$ and $f_k=0$ otherwise. The smooth filter passes through $1/2$ at $x_k=2\lambda$, which defines the matched cut $\tau=2\lambda$.

Truncation needs a metric. In the original coefficients the $x_k$ solve $Xu=xSu$. Under a change of basis $b=Tb'$ both matrices transform as $T^{\rm T}(\cdot)T$, so these eigenvalues and the functions they belong to are invariant, whereas the plain eigenvalues of $X$ change even when one $g_t$ is rescaled. Replacing $S$ by the overlap $O_{tu}=\int g_tg_u\,d^3r$ gives another invariant but different ordering of modes. Here truncation at order $K$ means minimizing $E$ in the span of the top $K$ eigenvectors of $X$ at $c=0$, in either metric. The spans are nested, so the minimum $E_K$ cannot rise with $K$.

One comparison is exact. If $c_\lambda$ is the global minimizer of $\Omega_\lambda$, any truncated solution is a competing trial vector, so
\begin{equation}
E_K+\lambda P_K\ge E_\lambda+\lambda P_\lambda .
\label{above}
\end{equation}
At the $\lambda$ where $E_\lambda=E_K$ this gives $P_K\ge P_\lambda$. The statement concerns smoothness, not accuracy, and it can fail for a merely local minimizer, since $E(c)$ is not convex.

\subsection{Newton iteration}

$X$ is not the Hessian of $E$, because it ignores the change of $F$ and of the orbitals. Differentiating $E_t=2\,{\rm tr}(FD_t)$, with $F_u=G[D_u]$, gives
\begin{equation}
H_{tu}=2\,{\rm tr}(FD_{tu})+2\,{\rm tr}(D_t\,G[D_u]).
\end{equation}
The second derivative of $D^2=D$ is $D_{tu}D+DD_{tu}+A=D_{tu}$ with $A=D_tD_u+D_uD_t$. The occupied block reads $2D_{tu}+A=D_{tu}$ and the empty block $A=D_{tu}$. The second derivative of $[h,D]=0$, with $h$ linear in $c$, is $[h,D_{tu}]+B=0$ with $B=[g^t,D_u]+[g^u,D_t]$, whose $ia$ element is $-\Delta_{ia}(D_{tu})_{ia}+B_{ia}=0$. Therefore
\begin{equation}
{\rm tr}(FD_{tu})=-\sum_{ij}F_{ij}A_{ij}+\sum_{aa'}F_{aa'}A_{aa'}+2\sum_{ia}\frac{F_{ia}B_{ia}}{\Delta_{ia}} .
\end{equation}
The last term is linear in $D_t$, while the others are quadratic, so for weakly responding modes it can dominate and make $H$ indefinite. The step is $\delta c=-(H+2\lambda)^{-1}(\nabla E+2\lambda c)$ with the eigenvalues of $H+2\lambda$ replaced by their moduli, so that it points downhill. Its length is capped and it is halved until $\Omega_\lambda$ falls. A solution is accepted when the predicted decrease is negligible and $H+2\lambda$ is positive definite. The weight is lowered on a geometric grid from $\lambda=1$, each solution starting the next, until Newton fails or the gap drops below a preset floor.

\subsection{Slope and curvature of the L-curve}

Differentiating $\nabla E+2\lambda c=0$ along the branch (prime for $d/d\lambda$) gives $(H+2\lambda)c'+2c=0$. Then
\begin{align}
P'&=2c\cdot c'=-4c^{\rm T}(H+2\lambda)^{-1}c<0,\\
E'&=\nabla E\cdot c'=-2\lambda\,c\cdot c'=-\lambda P'>0,
\end{align}
the signs holding at a strict local minimum with $c\ne0$. The L-curve is $y=\ln P$ against $x=\ln(E-E_0)$, where $E_0$ stands for the unregularized energy. With $s=\ln\lambda$ and a dot for $d/ds=\lambda\,d/d\lambda$,
\begin{equation}
\dot x=-\frac{\lambda^2P'}{E-E_0},\quad \dot y=\frac{\lambda P'}{P},\quad
\mu=\frac{\dot y}{\dot x}=-\frac1R,\quad R=\frac{\lambda P}{E-E_0}.
\end{equation}
Since $\ln|\mu|=x-s-y$, we have $\dot\mu=\mu(\dot x-\dot y-1)$. As $\dot x>0$, $y$ is a function of $x$ with $d^2y/dx^2=\dot\mu/\dot x$, and the curvature is
\begin{equation}
\kappa=\frac{\mu\,(\dot x-\dot y-1)}{\dot x\,(1+\mu^2)^{3/2}} .
\label{kappa}
\end{equation}
One linear solve with the final Hessian thus yields slope and curvature at each $\lambda$.

For $\lambda\to\infty$, $c\approx-\nabla E(0)/2\lambda$, so $P\propto\lambda^{-2}$, $R\to0$ and the curve is vertical. The energy gain is $-\nabla E(0)\cdot c=2\lambda P$ to leading order. For $\lambda\to0$ the shape depends on $E_0$. If the branch ends at a minimum of energy $E_0$ with finite $P$ and finite $P'$, then $E-E_0\approx-\lambda^2P'/2$, $R\propto1/\lambda$ and the curve is flat. If $E_0$ lies strictly lower, $R\to0$ and it is vertical. A selection rule must therefore name a feature at finite $\lambda$. We use two. The minimum-slope weight $\lambda_{\rm s}$ is the first local maximum of $R$ met from large $\lambda$, where $\dot x-\dot y=1$ and $\kappa=0$. The corner $\lambda_{\rm c}$ is the largest $\kappa$ on the convex stretch that follows. Raising $E_0$ increases $\dot x$ and leaves $\dot y$ alone, so $d\ln R/ds=1+\dot y-\dot x$ turns negative at the old maximum and $\lambda_{\rm s}$ moves to smaller values.

\subsection{Error analysis}

Let $\bar c$ be the coefficients of the potential sought, the one a complete orbital basis would give, and define the inconsistency $e=r-X\bar c$ with $X$ and $r$ at the computed solution. Inserting $r_k=x_k\bar c_k+e_k$ into $c_k=r_k/(x_k+2\lambda)$ and subtracting $\bar c_k$ gives the identity
\begin{equation}
c_k-\bar c_k=-(1-f_k)\,\bar c_k+\frac{e_k}{x_k+2\lambda},
\label{err}
\end{equation}
and $|c-\bar c|^2=\int|\nabla(v_b-\bar v_b)|^2d^3r$. The first term is a bias toward $v_0$. It is negligible for $x_k\gg2\lambda$ and total for null modes. The second term is bounded in norm by $|e|/2\lambda$. It carries the basis error, but also the change of $X$ and $r$ between $\bar c$ and the computed solution, which remains even in a complete orbital basis. When the truncation subspace is taken at the solution, its error is $e_k/x_k$ for kept modes and $-\bar c_k$ for dropped ones. For either filter the error is $f_k\,r_k/x_k-\bar c_k$, which vanishes at $f_k=\bar c_kx_k/r_k$. If the unregularized amplitude $r_k/x_k$ has the right sign but overshoots, this value lies between 0 and 1, where only the smooth filter can approach it.

$E$ and $P$ depend on the sum $r_k$, not on its split into $x_k\bar c_k$ and $e_k$. The L-curve is thus a heuristic, which works when the modes dominated by $e_k$ are those beyond the chosen feature. Rounding enters in the same way as $e$: a gradient error $\delta g$ shifts the solution by $-(H+2\lambda)^{-1}\delta g$, which along directions where $H$ vanishes is $\delta g/2\lambda$ in size.

Accuracy is measured against a reference potential by
\begin{equation}
\eta^2=\frac1N\int\rho_{\rm ref}\,(\delta v-\langle\delta v\rangle)^2d^3r,\qquad \delta v=v_x-v_x^{\rm ref},
\end{equation}
with $v_x=v_0+v_b-v_{\rm H}[\rho]$ and $\langle\cdot\rangle$ the average over $\rho_{\rm ref}/N$, which removes the irrelevant constant. The reference is checked by a virial relation valid in complete bases. The scaled orbitals $\zeta^{3/2}\phi_i(\zeta\mathbf r)$ belong to the local potential $\zeta^2v_s(\zeta\mathbf r)$, so they are admissible. For a Coulombic $v_{\rm ext}$ their energy is $\zeta^2T+\zeta(V+U+E_x)$, with kinetic, external, Hartree and exchange parts, and stationarity at $\zeta=1$ gives $2T+V+U+E_x=0$. Stationarity of the noninteracting energy $\zeta^2T+\int\rho\,v_s(\mathbf r/\zeta)$ gives $2T=\int\rho\,\mathbf r\cdot\nabla v_s$. The external part of this integral is $-V$, because $\mathbf r\cdot\nabla r^{-1}=-r^{-1}$. The Hartree part is $-\iint\rho\rho'\,\mathbf r\cdot(\mathbf r-\mathbf r')/|\mathbf r-\mathbf r'|^3$, and averaging over $\mathbf r\leftrightarrow\mathbf r'$ turns it into $-\tfrac12\iint\rho\rho'/|\mathbf r-\mathbf r'|=-U$. Eliminating $2T$ and integrating by parts,
\begin{equation}
E_x=-\int\rho\,\mathbf r\cdot\nabla v_x\,d^3r=\int v_x\,(3\rho+\mathbf r\cdot\nabla\rho)\,d^3r .
\label{vir}
\end{equation}

We have shown that the smoothness penalty acts as a spectral filter on the response matrix, and derived the slope and curvature of the L-curve and an identity for the error of the coefficients. It remains to test the two L-curve rules, and to compare the penalty with truncation, on the beryllium atom.
